\section*{Correlation energy of the uniform electron gas in the random-phase approximation, part 1}

(Sections cited here and not found follow in the second part.)

\section{Removing the kinetic energy}

\textit{Q.} I am told that the correlation energy of the uniform electron gas is an integral over a density response function, with a logarithm in it. A response function knows about densities, while the energy contains a kinetic part. How can the one give the other, and how much of it is exact?

\textit{A.} The first half is exact and the logarithm is an approximation. I use Hartree atomic units, zero temperature, and $N$ electrons, half of each spin, in a periodic box of volume $V$ with a uniform neutralizing background. The density is $n=N/V=k_F^3/3\pi^2=3/4\pi r_s^3$. Give the interaction a temporary screening factor, $e^{-\mu r}/r$. After the angular integration its transform is $(4\pi/q)\int_0^\infty e^{-\mu r}\sin(qr)\,dr=4\pi/(q^2+\mu^2)\equiv v(q)$. With $n_{\mathbf q}=\sum_j e^{-i\mathbf q\cdot\mathbf r_j}$, the product $n_{\mathbf q}n_{-\mathbf q}$ contains all pairs $(i,j)$, and the $N$ terms with $i=j$ equal one each. Therefore
\begin{equation}
\frac12\sum_{i\ne j}\frac1V\sum_{\mathbf q}v(q)e^{-i\mathbf q\cdot(\mathbf r_i-\mathbf r_j)}
=\frac1{2V}\sum_{\mathbf q}v(q)\,[\,n_{\mathbf q}n_{-\mathbf q}-N\,].
\end{equation}
The background has only a $\mathbf q=0$ component. The $\mathbf q=0$ terms (electron--electron, electron--background, background--background) add up to $[N(N-1)/2-N^2+N^2/2]\,v(0)/V=-Nv(0)/2V$. Per electron this is $-v(0)/2V$, which vanishes when $V\to\infty$ is taken before $\mu\to0$. What remains, with $v(q)=4\pi/q^2$, is scaled by a coupling constant $\lambda$:
\begin{equation}
H_\lambda=T+\lambda W,\qquad W=\frac1{2V}\sum_{\mathbf q\neq0}v(q)\,[\,n_{\mathbf q}n_{-\mathbf q}-N\,].
\label{H}
\end{equation}
Let $|0\rangle$ be the normalized ground state of $H_\lambda$, with energy $E(\lambda)=\langle0|H_\lambda|0\rangle$. In the derivative, the two terms in which $\partial_\lambda$ acts on the state give $E\,\partial_\lambda\langle0|0\rangle=0$, because $H_\lambda|0\rangle=E|0\rangle$. This is the Hellmann--Feynman theorem, $dE/d\lambda=\langle W\rangle_\lambda$. The correlation energy is what is left of $E(1)$ after removing the free kinetic energy $E(0)$ and the exchange energy $\langle W\rangle_0$:
\begin{equation}
N\varepsilon_c=E(1)-E(0)-\langle W\rangle_0=\int_0^1 d\lambda\,[\langle W\rangle_\lambda-\langle W\rangle_0].
\label{AC}
\end{equation}
The kinetic energy no longer appears. The price is that the density fluctuations are needed at every coupling.

\textit{Q.} In density-functional theory the adiabatic connection needs a $\lambda$-dependent potential to hold the density fixed. You have none.

\textit{A.} $H_\lambda$ is invariant under translations. I assume that its ground state is nondegenerate (a closed shell in the finite box) and evolves smoothly from the Fermi sea for $0\le\lambda\le1$. A nondegenerate state is an eigenstate of total momentum, and $n_{\mathbf q}$ changes the momentum by $-\mathbf q$, so $\langle n_{\mathbf q}\rangle=0$ for $\mathbf q\ne0$ and the density is $n$ at every $\lambda$. If a crystalline or spin-polarized state drops below the fluid at some coupling, this assumption fails. Whether the exact formulas below carry over to the continued fluid state then depends on whether $n_{\mathbf q}$ can reach the lower state. Their derivation needs a positive excitation energy for every state that $n_{\mathbf q}$ connects to $|0\rangle$, and a reachable lower state would enter with the wrong sign. A spin-polarized state is not reachable, because $n_{\mathbf q}$ commutes with the total spin. The formulas then still hold for the continued singlet as long as it remains the nondegenerate lowest singlet, although it is no longer the ground state.

\section{Fluctuations from response}

\textit{Q.} You need the equal-time average $\langle n_{\mathbf q}n_{-\mathbf q}\rangle$. Where does a frequency come from, let alone an imaginary one?

\textit{A.} From linear response. A weak potential $\delta v(\mathbf r,t)=V^{-1}\sum_{\mathbf q}\delta v_{\mathbf q}(t)e^{i\mathbf q\cdot\mathbf r}$ adds $\delta H=V^{-1}\sum_{\mathbf q}\delta v_{\mathbf q}n_{-\mathbf q}$. To first order the interaction-picture state is $[1-i\int^t\delta H(t')dt']|0\rangle$, so $\delta\langle n_{\mathbf q}(t)\rangle=-i\int^t\langle[n_{\mathbf q}(t),\delta H(t')]\rangle dt'$. Momentum conservation keeps only the component $\delta v_{\mathbf q}$, and
\begin{equation}
\delta\langle n_{\mathbf q}(t)\rangle=\int_0^\infty d\tau\,\chi_\lambda(q,\tau)\,\delta v_{\mathbf q}(t-\tau),\qquad
\chi_\lambda(q,\tau)=-\frac iV\langle[n_{\mathbf q}(\tau),n_{-\mathbf q}]\rangle .
\end{equation}
Insert the eigenstates $|m\rangle$ with excitation energies $\omega_m>0$; the ground state drops out because $\langle n_{\mathbf q}\rangle=0$. Using $n_{\mathbf q}^\dagger=n_{-\mathbf q}$,
\begin{equation}
\chi_\lambda(q,\tau)=-\frac iV\sum_m\Big[|\langle m|n_{-\mathbf q}|0\rangle|^2e^{-i\omega_m\tau}-|\langle m|n_{\mathbf q}|0\rangle|^2e^{i\omega_m\tau}\Big].
\end{equation}
Inversion maps $n_{\mathbf q}$ to $n_{-\mathbf q}$ and leaves $H_\lambda$ and, up to a sign, $|0\rangle$ unchanged, so the two weights are equal when summed over a level. The exponentials combine to $-2i\sin\omega_m\tau$, giving $\chi_\lambda(q,\tau)=-(2/V)\sum_m|\langle m|n_{-\mathbf q}|0\rangle|^2\sin\omega_m\tau$. Now drive the system with a growing exponential, $\delta v_{\mathbf q}(t)=\delta v_{\mathbf q}e^{\omega t}$ with $\omega>0$. This is $e^{-izt}$ at $z=i\omega$, which explains the name. The response is $\chi_\lambda(q,i\omega)\,\delta v_{\mathbf q}e^{\omega t}$, and $\int_0^\infty e^{-\omega\tau}\sin\omega_m\tau\,d\tau=\omega_m/(\omega^2+\omega_m^2)$ gives
\begin{equation}
\chi_\lambda(q,i\omega)=-\frac1V\sum_m\frac{2\omega_m}{\omega^2+\omega_m^2}\,|\langle m|n_{-\mathbf q}|0\rangle|^2 .
\label{lehmann}
\end{equation}
The function is real, negative and free of poles for $\omega>0$. Each level has $\int_0^\infty\omega_m\,d\omega/(\omega^2+\omega_m^2)=\pi/2$ whatever its energy, so the frequency integral leaves the bare weights, and completeness sums them to $\langle n_{\mathbf q}n_{-\mathbf q}\rangle\equiv NS_\lambda(q)$:
\begin{equation}
nS_\lambda(q)=-\frac1\pi\int_0^\infty d\omega\,\chi_\lambda(q,i\omega).
\label{FDT}
\end{equation}
This is the zero-temperature fluctuation-dissipation theorem. From \eqref{H}, $\langle W\rangle_\lambda=\frac n2\sum_{\mathbf q\ne0}v\,(S_\lambda-1)$. In the difference \eqref{AC} the $-1$ cancels, the factors $\frac12$ and $-\frac1\pi$ combine, and $\sum_{\mathbf q}\to V\!\int d^3q/(2\pi)^3$:
\begin{equation}
\varepsilon_c=-\frac1n\int\!\frac{d^3q}{(2\pi)^3}\int_0^\infty\!\frac{d\omega}{2\pi}\int_0^1\!d\lambda\;v(q)\,[\chi_\lambda(q,i\omega)-\chi_0(q,i\omega)].
\label{ACFD}
\end{equation}
Under the stated assumptions this is exact.

\textit{Q.} A factor of two or a sign could hide in any of those lines. Has the chain been checked on something solvable?

\textit{A.} Yes; the numerical check, with its output, does so. It diagonalizes three spinless fermions on a ring of $L=8$ sites with hopping $1$ Ha and $v(q)=2/(2-2\cos q)$ Ha, where $L$ replaces $V$ and $\sum_{q\ne0}$ stays a sum. At $q=\pi/4$ and full coupling, the state is kicked and propagated in real time; the Laplace transform at $\omega=1$ Ha gives $-0.0879777$ Ha$^{-1}$, as does the sum over states. The structure factor is $0.2706707$ both directly and from \eqref{FDT}. The eigenvalues give $E_c=-5.845494+4.828427+0.978553=-0.03851$ Ha, and the ring version of \eqref{ACFD} agrees with it to the seven printed decimals, $-0.0385133$ Ha.

\textit{Q.} And the piece you subtracted is the familiar exchange energy?

\textit{A.} At $\lambda=0$, $n_{-\mathbf q}=\sum_{\mathbf k\sigma}c^\dagger_{\mathbf k+\mathbf q\sigma}c_{\mathbf k\sigma}$ creates single particle--hole pairs with unit matrix element, so $NS_0=\sum_{\mathbf k\sigma}f_{\mathbf k}(1-f_{\mathbf k+\mathbf q})$ with $f=1$ inside the Fermi sphere and zero outside. Thus $1-S_0$ is the fractional overlap of two Fermi spheres displaced by $q$. With $Q=q/2k_F<1$ the overlap is two caps, each of volume $\pi k_F^3\int_Q^1(1-t^2)dt=\pi k_F^3(\frac23-Q+\frac13Q^3)$. Dividing twice this by $4\pi k_F^3/3$ gives $S_0=\frac32Q-\frac12Q^3$, and $S_0=1$ for $Q>1$. With $d^3q/(2\pi)^3=q^2dq/2\pi^2$,
\begin{equation}
\varepsilon_x=\frac12\int\!\frac{q^2dq}{2\pi^2}\frac{4\pi}{q^2}(S_0-1)=\frac{2k_F}{\pi}\Big(\frac34-\frac18-1\Big)=-\frac{3k_F}{4\pi}.
\end{equation}

\section{The closure and the logarithm}

\textit{Q.} Equation \eqref{ACFD} is useless without $\chi_\lambda$. What exactly is assumed?

\textit{A.} The random-phase approximation (RPA) lets the electrons respond as free particles to the external potential plus the Hartree potential $\lambda v(q)\,\delta n_{\mathbf q}$ of the induced density, and drops every exchange and correlation contribution to the induced potential. With all quantities growing as $e^{\omega t}$, $\delta n=\chi_0(\delta v+\lambda v\,\delta n)$, so
\begin{equation}
\chi_\lambda^{\rm RPA}=\frac{\chi_0}{1-\lambda v\chi_0}.
\label{closure}
\end{equation}
On the ring, the static $\chi_0=-0.1767767$ Ha$^{-1}$ and $v=3.414214$ Ha give $-0.1767767/(1+3.414214\times0.1767767)=-0.11024$ Ha$^{-1}$, and a self-consistent Hartree calculation in a small static potential gives the same.

The density is fixed, so $\chi_0$ does not depend on $\lambda$ and the coupling integral is elementary. Put $a=-v\chi_0$, which is positive because $v>0$ and $\chi_0<0$. Then
\begin{align}
-v(\chi_\lambda-\chi_0)&=\frac{a}{1+\lambda a}-a=-\frac{\lambda a^2}{1+\lambda a},\label{integrand}\\
\int_0^1 d\lambda\Big[\frac a{1+\lambda a}-a\Big]&=\big[\ln(1+\lambda a)\big]_0^1-a=\ln(1+a)-a .
\end{align}
The integrand \eqref{integrand} has one sign everywhere, so the order of the $q$, $\omega$ and $\lambda$ integrals may be exchanged. Inserting into \eqref{ACFD},
\begin{equation}
\varepsilon_c^{\rm RPA}=\frac1n\int\!\frac{d^3q}{(2\pi)^3}\int_0^\infty\!\frac{d\omega}{2\pi}\Big[\ln\big(1-v(q)\chi_0(q,i\omega)\big)+v(q)\chi_0(q,i\omega)\Big].
\label{result}
\end{equation}
By \eqref{integrand} it is negative at every density. For an attractive interaction $a$ would be negative, $1+\lambda a$ could vanish at some $\omega>0$, and that zero would signal a density mode growing as $e^{\omega t}$ without a drive; the formula then has no meaning.

\textit{Q.} I want $\chi_0$ explicitly before I believe that this converges.

\textit{A.} Use the particle--hole pairs in \eqref{lehmann}, with energies $D=\frac12|\mathbf k+\mathbf q|^2-\frac12k^2$:
\begin{equation}
\chi_0=-\frac1V\sum_{\mathbf k\sigma}f_{\mathbf k}(1-f_{\mathbf k+\mathbf q})\frac{2D}{D^2+\omega^2}.
\label{pairs}
\end{equation}
Under $\mathbf k\to-\mathbf k-\mathbf q$ the product $f_{\mathbf k}f_{\mathbf k+\mathbf q}$ is unchanged while $D\to-D$, so that term sums to zero and $\chi_0=-4\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,D/(D^2+\omega^2)$, one factor $2$ coming from spin. Let $t=\mathbf k\cdot\hat{\mathbf q}/k_F$ and $u=\omega/qk_F$. Then $D=qk_F(Q+t)$, and the slice at fixed $t$ has volume $\pi k_F^3(1-t^2)dt$. The prefactor is $4\pi k_F^3/(8\pi^3qk_F)=k_F/4\pi^2Q$, so
\begin{equation}
\chi_0=-\frac{k_F}{2\pi^2}G,\qquad G=\frac1{2Q}\int_{-1}^1dt\,\frac{(1-t^2)(Q+t)}{(Q+t)^2+u^2}.
\label{Gint}
\end{equation}
With $s=Q+t$ one has $1-t^2=1-Q^2+2Qs-s^2$. Dividing out, $s^2/(s^2+u^2)=1-u^2/(s^2+u^2)$ and $s^3/(s^2+u^2)=s-u^2s/(s^2+u^2)$, so the integrand is
\begin{equation}
(1-Q^2+u^2)\frac{s}{s^2+u^2}+2Q-\frac{2Qu^2}{s^2+u^2}-s .
\end{equation}
Between $s=Q-1$ and $Q+1$ the second term gives $4Q$ and the last $-2Q$, and the Lindhard function follows:
\begin{align}
G=1&+\frac{1-Q^2+u^2}{4Q}\ln\frac{(1+Q)^2+u^2}{(1-Q)^2+u^2}\nonumber\\
&-u\Big[\arctan\frac{1+Q}u+\arctan\frac{1-Q}u\Big].
\label{G}
\end{align}
Now $a=(4\pi/4k_F^2Q^2)(k_F/2\pi^2)G=G/2\pi k_FQ^2$, $q^2dq=8k_F^3Q^2dQ$ and $d\omega=2k_F^2Q\,du$. The prefactor of \eqref{result} is $(3\pi^2/k_F^3)(1/2\pi^2)(1/2\pi)\,16k_F^5=12k_F^2/\pi$:
\begin{equation}
\varepsilon_c^{\rm RPA}=\frac{12k_F^2}\pi\int_0^\infty\!dQ\,Q^3\int_0^\infty\!du\,[\ln(1+a)-a].
\label{reduced}
\end{equation}
The same substitution turns \eqref{FDT} into $S_0=(3Q/\pi)\int G\,du$. At small $Q$ the bracket is bounded in size by $a$, and $Q^3\int a\,du\propto Q\int G\,du=\pi S_0/3$ vanishes, so the integral converges. At large $Q$, $t$ is negligible beside $Q$ in \eqref{Gint}, $G\to\frac23/(Q^2+u^2)$, the bracket is $-a^2/2\propto Q^{-8}$ over a range $u\sim Q$, and the $Q$ integrand falls as $Q^{-4}$.

The correlation energy has been written, exactly under the stated assumptions, as an integral over the density response, and the random-phase approximation has reduced it to a convergent double integral containing a logarithm. It remains to see what the logarithm sums and means physically, to evaluate it at $r_s=2$, and to ask how wrong it is.
